Thickness fringes of a symmetric Bragg reflection from a uniform film, part 2

An X-ray wave of wavelength λ, with k = 2π/λ, falls on a crystalline film at an angle θ from the surface and leaves at the same angle. The film has N identical atomic planes of spacing d and thickness t = Nd. Near its Bragg peak, at sin θ_B = λ/(2d), the reflected intensity I shows fringes. The problem is how their spacing depends on t.

A first derivation, the plane sum, added waves scattered once by each plane. Neighbouring planes differ in phase by

ψ = 2kd sin θ = 4πd sin θ/λ. (1)

The minima lie at

sin θ_m = sin θ_B + mλ/(2t), m = ±1, ±2, … (3)

Neighbouring minima on one side of the peak, with midpoint θ_mid, are separated by a small angle Δθ, in radians:

Δθ ≈ λ/(2t cos θ_mid). (5)

This is the simple spacing. Distance from the peak is counted in fringe steps:

u = 2t(sin θ − sin θ_B)/λ. (7)

For a substrate with its peak at u = s and its first plane exactly d below the last film plane,

I ∝ (1/u²)[1 + c² + 2c cos 2πu], (8)

where c = s/(u − s). For s > 0 the minima lie near whole u below the substrate peak and near half-odd u above it.

The example is the 004 reflection of grey tin on indium antimonide, with copper Kα₁ radiation: λ = 0.1540 nm, d = 0.1625 nm, N = 1000, t = 162.5 nm, sin θ_B = 0.47385, θ_B = 28.284°, substrate spacing 0.1620 nm and s = 3.09.

The second derivation solves the wave equation in the film, includes all multiple scattering, and asks when the film reflects nothing. From here on c is the speed of light, −e and m_e are the electron's charge and mass, and ε₀ is the vacuum permittivity.

**The wave equation.** X-ray frequencies are taken to be high compared with the binding frequencies of the electrons, so each electron responds as if free. For tin and copper radiation this fails for the two innermost of the 50 electrons. It is only rough for the next eight, whose binding energies are about half the photon energy. Both errors are small beside the total response of 50 electrons, and the other 40 electrons respond nearly as if free. In a field E of angular frequency ω its displacement x obeys −m_e ω² x = −eE, hence x = eE/(m_e ω²). With n_e electrons per volume the polarisation is

P = −n_e e x = −n_e e² E/(m_e ω²).

The squared refractive index is 1 + P/(ε₀E). Use the classical electron radius r_e = e²/(4πε₀m_e c²) and ω = ck:

index² = 1 − n_e e²/(ε₀m_e ω²) = 1 − 4πr_e n_e/k². (10)

Let the electric field be perpendicular to the plane of incidence, and let z be the depth. The film is uniform along the surface, so the field has the form E(z) e^(ikx cos θ), where x is now the coordinate along the surface. The wave equation ∇²E + k² index² E = 0 becomes

E″ + [k_z² − 4πr_e n_e(z)] E = 0, k_z = k sin θ. (11)

Now concentrate the electrons of each plane in a thin sheet with σ electrons per area. Integrate (11) across one sheet. The field E is continuous, and its derivative jumps:

E′(after) − E′(before) = gE, g = 4πr_e σ. (12)

How strongly does one sheet reflect? Let the field be e^(ik_z z) + r e^(−ik_z z) above it and τ e^(ik_z z) below it. Continuity gives τ = 1 + r. The jump gives ik_z τ − ik_z(1 − r) = gτ. Inserting τ turns this into 2ik_z r = g(1 + r), so for weak reflection

r ≈ −iρ, ρ = g/(2k_z). (13)

The number ρ is the strength of one plane.

**One period of the crystal.** Start just before a sheet with the values E and E′. After the sheet they are E and E′ + gE. Over the empty distance d the field is a combination of cos k_z z and sin k_z z, which gives

E(d) = [cos k_z d + (g/k_z) sin k_z d] E + (1/k_z) sin k_z d E′,

E′(d) = [−k_z sin k_z d + g cos k_z d] E + cos k_z d E′.

These two lines define a matrix M acting on the pair (E, E′). In its determinant the terms with g cancel, and cos² + sin² = 1 remains. The product of the two eigenvalues is therefore 1, and they can be written e^(iφ) and e^(−iφ). Their sum is the sum of the diagonal elements of M:

2 cos φ = 2 cos k_z d + (g/k_z) sin k_z d,

cos φ = cos k_z d + ρ sin k_z d. (14)

The angle φ is the phase by which a wave belonging to the crystal, a Bloch wave, advances in one period.

**When the film is invisible.** Crossing N periods multiplies the pair (E, E′) by M^N, whose eigenvalues are e^(iNφ) and e^(−iNφ). Suppose that sin Nφ = 0 while sin φ ≠ 0. Both eigenvalues of M^N are then equal, either both +1 or both −1. Since M has two different eigenvalues, it can be diagonalised, and M^N is plus or minus the unit matrix. The field and its derivative at the back of the film are those at the front, up to a common sign. Behind a free-standing film there is only an outgoing wave, with E′ = ik_z E. The same relation then holds at the front, which means that there is no reflected wave.

The converse also holds. If the reflection vanishes, the pair (1, ik_z) is carried into a multiple of itself and is an eigenvector of M^N. If the eigenvalues of M^N differ, its eigenvectors are those of M, and one single period would be free of reflection. By (13) it is not. The remaining case, sin φ = 0, is the edge of the Bragg band. There M has one eigenvector only. Since M and its eigenvalue are real, this eigenvector is real up to a common factor, so it is not (1, ik_z). The zeros are thus given by

Nφ = π(N + m), m = ±1, ±2, … (15)

A whole number of half Bloch waves fits into the film. Going from one zero to the next adds one more half wave.

If ρ is negligible, (14) gives φ = k_z d. Condition (15) becomes

N(2π/λ)d sin θ = π(N + m), so sin θ = λ/(2d) + mλ/(2t).

This is the result of the plane sum. The step from sines to angles is the same as before, and again

Δθ ≈ λ/(2t cos θ).

**What multiple scattering changes.** Keep ρ, but let it be small. Near the Bragg peak write φ = π + η and k_z d = π + ε, with η and ε small. To second order, (14) reads

−1 + η²/2 = −1 + ε²/2 − ρε.

The last term has its sign from sin(π + ε) ≈ −ε. Multiply by 2 and complete the square:

η² = ε² − 2ρε = (ε − ρ)² − ρ²,

ε = ρ ± √(η² + ρ²).

From (15), η = πm/N. From the definition of u, ε = 2πd(sin θ − sin θ_B)/λ = πu/N. Multiplying by N/π gives the positions of the zeros:

u = a ± √(m² + a²), a = Nρ/π, m = 1, 2, … (16)

The whole pattern is shifted by a. This is refraction. The mean electron density is σ/d, and with index = 1 − δ equation (10) gives δ = r_e λ²σ/(2πd). Then g/d = 2δk², and

a = Ng/(2πk_z) = tδk/(π sin θ_B) = 2tδ/(λ sin θ_B). (17)

The square root in (16) pushes the first minima outwards. For a small compared with m, √(m² + a²) ≈ m + a²/(2m), and the step from m to m + 1 is

1 + (a²/2)[1/(m + 1) − 1/m] = 1 − a²/[2m(m + 1)]. (18)

The fringes next to the peak are compressed, and those further out recover the simple spacing. The simple law is good at every fringe if a is much less than 1. If a is not small, it still holds far enough from the peak.

Refraction also changes the spacing far from the peak, though by little. Inside the film the normal wavevector K obeys K² = k_z² − 2δk². Since K dK = k_z dk_z, a step π/t in K corresponds to a step (K/k_z)π/t in k_z. The spacing is therefore smaller by the relative amount δ/sin² θ. At grazing incidence, where sin² θ is comparable with δ, this is no longer a small correction.

**Numbers for the tin film.** Grey tin has the diamond structure, with two atoms per square cell in each 004 plane. The film is taken to be strained so that its lattice matches the substrate along the surface. The side of the cell is then 4 × 0.1620 = 0.648 nm. With 50 electrons per atom,

σ = 2 × 50/0.648² = 238 electrons/nm²,

and (17) gives

δ = 1.56 × 10⁻⁵, a = 2 × 162.5 × 1.559 × 10⁻⁵/(0.1540 × 0.47385) = 0.069.

Solving the wave equation numerically for the free-standing film, period by period, puts the centre of the pattern at u = 0.069. The first and second minima are 0.9987 steps apart, so multiple scattering compresses this gap by about 0.1 per cent. The effect of refraction on the spacing far from the peak is smaller still, δ/sin² θ_B = 7 × 10⁻⁵.

A film ten times as thick, 1625 nm, has a = 0.69. This is a model case: a real grey-tin film of such thickness need not remain strained, or even keep the grey-tin structure. Its first gap is 0.900 steps in the same calculation, and (16) gives √(4 + 0.48) − √(1 + 0.48) = 0.90. Reading the thickness from that gap with the simple formula would make it 11 per cent too large.

These sizes are upper bounds as far as Bragg scattering is concerned. The electrons of a real atom are spread out, so their waves add less perfectly in the Bragg direction than those of a thin sheet. The mean density, and with it the refraction shift, is not affected by the spreading.

**Reading the film on its substrate.** Indium and antimony have 49 and 51 electrons. Their average is the 50 of tin, and the substrate can be modelled by the same sheets at a spacing of 0.1620 nm. This averages over the alternation of In and Sb planes. Absorption was included with a rough absorption length of 7 µm. The wave in the deep substrate is the Bloch wave that decays with depth, and the film matrices carry it up to the surface.

Two neighbouring minima of the computed curve, on the side of the film peak away from the substrate peak, lie at 28.1323° and 28.1631°. Their separation is 0.03078°, or 5.37 × 10⁻⁴ rad, and the cosine of their midpoint is 0.8817. Hence

t = 0.1540/(2 × 5.37 × 10⁻⁴ × 0.8817) ≈ 163 nm.

With unrounded angles the result is 162.5 nm. A straight line through the sines of ten successive minima on that side gives 162.55 nm. Both agree with the true 162.5 nm to better than 0.1 per cent, although substrate, refraction, absorption and multiple scattering are all present in the curve. Beyond the substrate peak, the minima are offset by 0.497 of a step from the sequence below the film peak. Equation (8) predicts one half.

**The model beside a real film.** Grey tin is grown on InSb by molecular beam epitaxy, and a thickness of 160 nm is plausible for such a film. In bulk, grey tin is stable only below roughly 13 °C. The calculation refers to a film that the substrate holds in this structure at room temperature. The wavelength and plane spacings are rough, and a relative error in λ passes directly into t. Several things that real measurements add can be sized:

- Absorption leaves exp[−2t/(7000 nm × sin θ_B)] = 0.91 of the intensity after a passage down and back. The zeros fill in slightly.
- A wavelength spread Δλ/λ moves the peak by tan θ_B Δλ/λ. Divided by the fringe spacing this is N Δλ/λ, since 2d sin θ_B = λ. For a rough spread of 3 × 10⁻⁴ it is 0.30 of a step. This blurs the fringes, and a monochromator that narrows the line reduces the blur.
- A change of plane spacing by Δd through the film moves the local Bragg position by N Δd/d steps. A relative change of 10⁻³ is one whole step here. If the spacing of a free-standing film changes linearly with depth by up to about three steps, the minima fill in but stay almost where they would be for the mean spacing. On the substrate the minima next to the peak are more sensitive: a change of one step can move the first by about 0.06 of a step, and a change of two steps can remove it. Other strain profiles can move them, by an amount that is not computed here.

The last item is the assumption of uniformity, which a partly relaxed or graded film breaks. Mosaic spread and wafer bending also blur the pattern and are not in the model.

**What each derivation assumes.** Both need a film that is uniform along the surface, made of identical periods, and lit by a wave that is coherent over its thickness. Both find that neighbouring zeros differ by π/t in a normal wavevector, that of the vacuum wave in the first derivation and that of the Bloch wave in the second. The reasons look different. In the first derivation the amplitudes from the N planes, drawn as arrows head to tail, make one more full turn before they close. In the second, one more half wave fits into the film. In the limit of weak planes the Bloch phase φ is half the phase ψ between neighbouring planes, so the two conditions are the same equation.

The plane sum assumes that the incident wave is not weakened by scattering. Its own result shows where this fails. At the Bragg peak it adds N reflections of strength ρ, and the amplitude is Nρ = πa. For the 162.5 nm film this is 0.22, a reflected intensity of about 5 per cent, and the assumption is reasonable. For the film ten times thicker it is 2.2, so more would be reflected than arrives. The minima are more robust than the peak height. At the same thickness the first gap is wrong by 10 per cent, and by (18) the error falls as 1/m² further out. In return, the plane sum does not need the electrons to lie in thin sheets. A real atom changes the common strength of the planes, which cancels from the condition for the zeros. The sum also takes in a substrate or an uneven thickness with little work.

The wave-equation derivation allows any number of scattering events and includes refraction without further assumptions. It pays for this with a more specific model: thin sheets, electrons that respond as if free, one polarisation, and the same vacuum on both sides of the film. Perfect zeros also require that nothing is absorbed. What it adds to the first derivation is the number a, which says when the simple spacing may be used next to the peak. For this reflection, in the point-electron model, a reaches 1 at a thickness of 162.5/0.0694 nm, about 2.3 µm. Well below that thickness the spacing of minima on the side of the film peak away from the substrate peak gives t directly, as long as s is large enough for the minima to be seen. In this model a line through ten minima is good to 1 per cent from about 11 nm to 800 nm, while the first pair alone reads about 1 per cent high at 490 nm and 3 per cent high at 810 nm. With an ideal interface, a model film of only a few nanometres on this nearly matched substrate shows none near the peak. A real interface, whose spacing differs slightly from d, can restore them.

Near or above 2.3 µm, the fringes close to the peak should be left out. Equation (16) can describe them in a real crystal only with two separate numbers in place of a. The spread of the electrons reduces the number under the square root, but not the one that shifts the pattern. Films this thick also need a narrower line than the 3 × 10⁻⁴ assumed above, which would blur the fringes over several steps.
